# Van Vleck susceptibilities of Eu3+ and Sm3+ with excited multiplets

## Problem

Find the magnetic susceptibility per ion of free Eu$^{3+}$ ($4f^6$) and Sm$^{3+}$ ($4f^5$) at 300 K, where $kT=0.02585$ eV. Include the excited $J$ levels of the Hund ground term, and explain why the effective moments differ from those of the lowest $J$ level alone.

Use the one-electron spin-orbit parameter $\zeta=0.15$ eV for both ions. This is a round model value. Other terms, the crystal field, exchange between ions and diamagnetism are left out, and the spin $g$-factor is 2.

The algebra is in Gaussian atomic units, where $\mu_B=\alpha/2$ ($\alpha$ is the fine-structure constant) and a susceptibility per ion is a volume. For the numbers, $\mu_B^2=5.368\times10^{-5}$ eV Å$^3$. The effective moment, in units of $\mu_B$, is defined by

$$\mu_{\rm eff}^2=\frac{3kT\chi}{\mu_B^2}.$$

## A tempting solution

**Terms and levels.** Hund's rules place the electrons with parallel spins in the orbitals $m_l=3,2,1,\dots$ Five electrons give $L=3+2+1+0-1=5$, $S=5/2$. Six give $L=3$, $S=3$.

Within one term, the operator $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ is a vector in orbital space contracted with a vector in spin space, so it acts as $\lambda\,\mathbf L\cdot\mathbf S$. The state with $M_L=L$, $M_S=S$ is a single determinant with all spins up, and it fixes $\lambda$:

$$\zeta\sum_i \tfrac12 m_{l,i}=\tfrac12\zeta L=\lambda LS\quad\Rightarrow\quad \lambda=\frac{\zeta}{2S}.$$

The spin-flip parts of $\mathbf l\cdot\mathbf s$ have no expectation value in this state. Hence $\lambda=0.025$ eV for Eu$^{3+}$ and $0.030$ eV for Sm$^{3+}$.

Since $\mathbf J=\mathbf L+\mathbf S$, we have $\mathbf L\cdot\mathbf S=\frac12(\mathbf J^2-\mathbf L^2-\mathbf S^2)$, and therefore

$$E_J-E_{J-1}=\frac{\lambda}{2}\left[J(J+1)-(J-1)J\right]=\lambda J .$$

The lowest level has $J=|L-S|$: $J=0$ for Eu$^{3+}$ and $J=5/2$ for Sm$^{3+}$.

**Moments of the levels.** The magnetic moment is $-\mu_B(\mathbf L+2\mathbf S)=-\mu_B(\mathbf J+\mathbf S)$. Inside one level, the vector $\mathbf S$ is proportional to $\mathbf J$; write $\mathbf S\to(g_J-1)\mathbf J$. Taking the product with $\mathbf J$, and using $\mathbf L^2=(\mathbf J-\mathbf S)^2$ to find $\mathbf S\cdot\mathbf J$, gives

$$g_J-1=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .$$

For Eu$^{3+}$, $L=S$ gives $g_J=3/2$ for every $J\ge1$, while $J=0$ has no moment. For the lowest level of Sm$^{3+}$,

$$g_{5/2}-1=\frac{35/4+35/4-30}{35/2}=-\frac57,\qquad g_{5/2}=\frac27 .$$

The Hund's-rule moments $g_J\sqrt{J(J+1)}$ are thus 0 and $\frac27\sqrt{35/4}=0.845$.

**The average.** The excited levels are now populated thermally, and the squared moments are averaged:

$$\mu_{\rm eff}^2\overset{?}{=}\sum_J p_J\,g_J^2J(J+1),\qquad p_J=\frac{(2J+1)e^{-\beta E_J}}{Z},\quad \beta=\frac1{kT},$$

with $Z=\sum_J(2J+1)e^{-\beta E_J}$. In Eu$^{3+}$ the level $J=1$ has $p_1=0.468$ and contributes $0.468\times\frac94\times2=2.11$. All levels together give 3.87, so $\mu_{\rm eff}=1.97$. For Sm$^{3+}$ the sum is 0.943, so $\mu_{\rm eff}=0.97$.

## Where it fails

Within the single-term model, the levels, $g$-factors and populations are correct. The average is not, and the limit $kT\gg\lambda L S$ shows it. There spin-orbit coupling no longer matters, $\mathbf L$ and $\mathbf S$ are independent, and the mean of $(\mathbf L+2\mathbf S)^2$ must be

$$L(L+1)+4S(S+1)=12+48=60$$

for Eu$^{3+}$, because $\mathbf L\cdot\mathbf S$ averages to zero. The tempting formula gives $\frac94$ times the mean of $\mathbf J^2$, that is $\frac94(12+12)=54$.

The missing part comes from treating each level as a rigid moment. The operator $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$ does not commute with $\mathbf J^2$. A field therefore mixes levels of different $J$ and induces a moment even in a state that had none. This needs no thermal population of the upper level.

## The right solution

**Energies to second order.** With the field $B$ along $z$, the perturbation is $\mu_BB(J_z+S_z)$. It conserves $M$, so states of the same level are not coupled to one another and ordinary perturbation theory applies:

$$E_{JM}(B)=E_J+g_J\mu_BBM-\mu_B^2B^2\sum_{J'\ne J}\frac{|\langle J'M|S_z|JM\rangle|^2}{E_{J'}-E_J}.$$

Only $S_z$ appears in the last term because $J_z$ is diagonal. As $\mathbf S$ is a vector operator, $J'=J\pm1$.

**Susceptibility.** Write the energy as $E_J+e_1B+e_2B^2$. Expanding the Boltzmann factor,

$$Z(B)=\sum_{JM}e^{-\beta E_J}\left[1-\beta e_1B-\beta e_2B^2+\tfrac12\beta^2e_1^2B^2+\dots\right].$$

The linear term vanishes on summing over $\pm M$. With $F=-kT\ln Z$,

$$\chi=-\frac{\partial^2F}{\partial B^2}\bigg|_{B=0}=\frac1Z\sum_{JM}e^{-\beta E_J}\left(\beta e_1^2-2e_2\right).$$

In the first part, $\sum_MM^2=\frac13J(J+1)(2J+1)$. In the second, each pair $(J-1,J)$ occurs twice, with opposite energy denominators. Defining $W_J=\sum_M|\langle JM|S_z|J-1\,M\rangle|^2$ and collecting both occurrences,

$$\chi=\frac{\mu_B^2}{Z}\left\{\sum_J(2J+1)e^{-\beta E_J}\frac{g_J^2J(J+1)}{3kT}+2\sum_{J>|L-S|}W_J\frac{e^{-\beta E_{J-1}}-e^{-\beta E_J}}{E_J-E_{J-1}}\right\}.$$

The first sum is the tempting answer. The second is the mixing part, and each of its terms is positive.

**The strengths $W_J$.** Sum $\langle JM|S_z^2|JM\rangle$ over $M$. A full level is isotropic, so the result is one third of the sum of $\mathbf S^2$, namely $\frac13(2J+1)S(S+1)$. Inserting a complete set of states between the two factors $S_z$ gives a part diagonal in $J$ plus $W_J+W_{J+1}$. Hence

$$W_J+W_{J+1}=\frac{2J+1}{3}\left[S(S+1)-(g_J-1)^2J(J+1)\right].$$

This fixes every $W_J$, starting from $W=0$ at the lowest $J$, which has no lower neighbour. The solution is

$$W_J=\frac{[J^2-(L-S)^2]\,[(L+S+1)^2-J^2]}{12J}.$$

To verify it, set $X=J(J+1)$, $l=L(L+1)$, $s=S(S+1)$, $a=(L-S)^2$ and $b=(L+S+1)^2$. Then $12W_J=-J^3+(a+b)J-ab/J$. Using $J^3+(J+1)^3=(2J+1)(X+1)$,

$$12(W_J+W_{J+1})=(2J+1)\left[a+b-1-X-\frac{ab}{X}\right].$$

Expanding the squares gives $a+b=2l+2s+1$, and $(L-S)(L+S+1)=l-s$ gives $ab=(l-s)^2$. The bracket becomes $2l+2s-X-(l-s)^2/X$. On the other side of the sum rule, $(g_J-1)^2X=(X+s-l)^2/(4X)$, so its bracket, multiplied by 4, is

$$4s-\frac{(X+s-l)^2}{X}=2l+2s-X-\frac{(l-s)^2}{X},$$

which is the same. The formula vanishes at $J=|L-S|>0$, as required. If $L=S$, the first step starts from $J=0$, where the diagonal part is zero: the sum rule gives $W_1=s/3$, and so does the formula, since $[(2S+1)^2-1]/12=s/3$.

## Numbers at 300 K

In terms of populations, one pair contributes to $\mu_{\rm eff}^2$

$$6kT\,\frac{W_J}{\lambda J}\left(\frac{p_{J-1}}{2J-1}-\frac{p_J}{2J+1}\right).$$

For Eu$^{3+}$, $W_1=4$, $p_0=0.4103$ and $p_1=0.4680$, so the first pair gives

$$6(0.02585)\frac{4}{0.025}(0.4103-0.1560)=6.31 .$$

All pairs give 9.88. Adding the Curie part 3.87 gives $\mu_{\rm eff}^2=13.75$ and $\mu_{\rm eff}=3.71$. Therefore

$$\chi=\frac{5.368\times10^{-5}\times13.75}{3\times0.02585}=9.52\times10^{-3}\ \text{Å}^3,$$

or $5.73\times10^{-3}$ cm$^3$/mol.

For Sm$^{3+}$, $W_{7/2}=6\times60/42=60/7$ and the gap is $3.5\lambda=0.105$ eV. The first pair gives 2.03 and all pairs 2.07. With the Curie part 0.94, $\mu_{\rm eff}^2=3.01$ and $\mu_{\rm eff}=1.74$. The susceptibility is $2.09\times10^{-3}$ Å$^3$, or $1.26\times10^{-3}$ cm$^3$/mol.

For Eu$^{3+}$ the next pairs, $(1,2)$, $(2,3)$ and $(3,4)$, with $W_J=7.5$, 10 and 11, contribute 3.105, 0.44 and 0.02. As a test, the formula was compared with diagonalization in a small finite field at five temperatures; the two agree within a relative $10^{-5}$.

## Why the moments depart from Hund's rule

**Eu$^{3+}$.** Mixing is the larger part, and population of the excited levels lowers $\chi$. An ion held in $J=0$ would have $\chi=2W_1\mu_B^2/\lambda=8\mu_B^2/\lambda$, which is 1.80 times the full result in this single-term model (a larger first gap brings the ratio closer to 1).

The reason is visible in $\chi/\mu_B^2$ for an ion in each level. For $J=0$ it is $8/0.025=320$ eV$^{-1}$. For $J=1$ there are three contributions: the permanent moment gives $1.5/kT=58$, mixing with $J=2$ gives $2(7.5)/(3\times0.05)=100$, and mixing with $J=0$, now below, gives $-8/(3\times0.025)=-107$. The total is only about 51 eV$^{-1}$. Moving an ion from $J=0$ to $J=1$ thus removes more induced moment than it adds permanent moment.

**Sm$^{3+}$.** The ground-level moment is small because its orbital and spin parts nearly cancel: $g_{5/2}=\frac{12}{7}-\frac{10}{7}$. Mixing is then large by comparison. With only $J=5/2$ populated,

$$\mu_{\rm eff}^2=\frac57+6kT\,\frac{60/7}{6\times3.5\lambda}=\frac57+\frac{120}{49}\frac{kT}{\lambda}=0.71+2.11=2.82,$$

which is 94% of the full value. Population of the excited levels supplies the remaining 6%.

## Limits and validity

For $kT\ll\lambda$ the Eu$^{3+}$ susceptibility settles at $8\mu_B^2/\lambda=1.72\times10^{-2}$ Å$^3$. Then $\mu_{\rm eff}^2=24kT/\lambda$ tends to zero although $\chi$ does not. Here $\mu_{\rm eff}$ is a way of quoting $\chi$, not the length of a moment carried by the ion. Sm$^{3+}$ instead approaches a Curie law with its Hund moment, plus a constant.

For $kT\gg\lambda LS$, each difference quotient in the mixing sum tends to $\beta$. The two sums then combine into the mean square of the whole operator $\mathbf L+2\mathbf S$. For Eu$^{3+}$ the strengths add up to $\sum_JW_J=49$, shared among 49 states, so mixing supplies $6\times49/49=6$: the amount missing between 54 and 60. The limiting moments are 7.75 for Eu$^{3+}$ and 8.06 for Sm$^{3+}$.

The linear response used here requires $\mu_BB$ to be small compared with $\lambda$ and, where a permanent moment is present, with $kT$. At 1 tesla $\mu_BB$ is $5.8\times10^{-5}$ eV, so both conditions hold at room temperature. The free-ion formula also gives the same $\chi$ for every field direction. In a crystal, an axial crystal field with splittings comparable with $kT$ can make $\chi$ clearly anisotropic, which this formula cannot describe.

The result depends on $\zeta$. Raising it from 0.12 to 0.18 eV lowers $\mu_{\rm eff}$ at 300 K from 3.89 to 3.57 for Eu$^{3+}$ and from 1.94 to 1.60 for Sm$^{3+}$. Commonly tabulated measured moments near room temperature are about 3.4 for Eu$^{3+}$ and 1.5 for Sm$^{3+}$, somewhat below the model values at $\zeta=0.15$ eV. This comparison is only rough. The model uses a round $\zeta$ and leaves out the crystal field and the mixing of different terms by spin-orbit coupling, and this mixing is not small. Diagonalizing Coulomb repulsion plus spin-orbit coupling in the full $f^n$ space, with the same $\zeta=0.15$ eV and typical Slater integrals $F^2,F^4,F^6$ (10.3, 7.3, 5.3 eV for Eu$^{3+}$; 9.9, 7.1, 5.0 eV for Sm$^{3+}$), raises the first gap from 0.025 to 0.041 eV in Eu$^{3+}$ and from 0.105 to 0.136 eV in Sm$^{3+}$. The Eu$^{3+}$ populations become $p_0=0.59$ and $p_1=0.37$, and $\mu_{\rm eff}$ falls to about 3.3 and 1.56 (3.4 and 1.6 if the integrals are 30% larger). The values 3.71 and 1.74 and the populations above therefore belong to the single-term model. The mechanism, field-induced mixing of $J$ levels, carries over to the real ions, but the relation $\lambda=\zeta/2S$ underestimates their first gap.

## Calculated quantities

```
zeta = 0.150 eV (model); kT at 300 K = 0.025852 eV
muB^2 = 5.36815e-05 eV A^3
muB*B at 1 tesla = 5.788e-05 eV
Below, mu2 = squared effective moment in muB^2
Eu3+: L=3.0 S=3.0 lambda=0.0250 eV
 J   E(eV)  popul.   g_J    W_J    Curie mu2 mixing mu2(J-1,J)
0.0 0.0000 0.410317   --     --     0.0000   0.0000
1.0 0.0250 0.468014 1.5000  4.000   2.1061   6.3115
2.0 0.0750 0.112757 1.5000  7.500   1.5222   3.1050
3.0 0.1500 0.008676 1.5000 10.000   0.2343   0.4408
4.0 0.2500 0.000233 1.5000 11.000   0.0105   0.0207
5.0 0.3750 0.000002 1.5000 10.000   0.0002   0.0003
6.0 0.5250 0.000000 1.5000  6.500   0.0000   0.0000
 sums: Curie 3.8732, mixing 9.8783, total mu2 13.7515
 Hund moment 0.0000 muB; mu_eff(300 K) 3.7083 muB
 chi(300 K) = 9.5183e-03 A^3 per ion = 5.7321e-03 cm^3/mol
 ground level frozen: mu2 24.8179, mu_eff 4.9818 muB, chi ratio to full 1.8047
 high-temperature limit of mu_eff = 7.7460 muB
Sm3+: L=5.0 S=2.5 lambda=0.0300 eV
 J   E(eV)  popul.   g_J    W_J    Curie mu2 mixing mu2(J-1,J)
2.5 0.0000 0.977405 0.2857   --     0.6981   0.0000
3.5 0.1050 0.022444 0.8254  8.571   0.2408   2.0272
4.5 0.2400 0.000151 1.0707 13.481   0.0043   0.0432
5.5 0.4050 0.000000 1.2028 15.273   0.0000   0.0002
6.5 0.6000 0.000000 1.2821 13.846   0.0000   0.0000
7.5 0.8250 0.000000 1.3333  8.889   0.0000   0.0000
 sums: Curie 0.9433, mixing 2.0706, total mu2 3.0139
 Hund moment 0.8452 muB; mu_eff(300 K) 1.7361 muB
 chi(300 K) = 2.0861e-03 A^3 per ion = 1.2563e-03 cm^3/mol
 ground level frozen: mu2 2.8247, mu_eff 1.6807 muB, chi ratio to full 0.9372
 high-temperature limit of mu_eff = 8.0623 muB
Sm3+ J=5/2: orbital part of g 1.7143, spin part -1.4286
Eu3+ low-temperature chi = 8 muB^2/lambda = 1.7178e-02 A^3
kT(eV)   Eu: mu_eff(muB) chi(A^3)   Sm: mu_eff(muB) chi(A^3)
0.00200   1.3857 1.7178e-02   0.9368 7.8514e-03
0.00500   2.1891 1.7150e-02   1.0595 4.0170e-03
0.01000   2.9263 1.5323e-02   1.2373 2.7395e-03
0.02585   3.7083 9.5183e-03   1.7361 2.0861e-03
0.10000   5.1762 4.7942e-03   3.5615 2.2696e-03
1.00000   7.4294 9.8767e-04   7.3881 9.7671e-04
zeta(eV)  mu_eff at 300 K (muB): Eu3+, Sm3+
0.12   3.8917   1.9392
0.15   3.7083   1.7361
0.18   3.5650   1.5999
```
